\section*{Point charges inside a dielectric slab: where the Keldysh logarithm fails}

\section{The argument under comment}

The argument concerns an exciton in a free-standing semiconductor film of thickness $d$ and runs as follows. ``At small in-plane wave number the film screens like a polarizable sheet, which gives the Keldysh interaction. At distances below the screening length this interaction is logarithmic. The exciton radius is well below both the screening length and $d$, so the electron and hole attract each other logarithmically.''

The first two sentences are sound for a sheet. The third uses a small-wave-number result at distances below $d$, where large wave numbers matter. Does the logarithm survive there? The slab problem can be solved without assuming $qd\ll1$, and that settles the question.

\section{The slab without the thin-film approximation}

Let the slab occupy $|z|<d/2$ with dielectric constant $\varepsilon$, between two half-spaces of constant $\kappa<\varepsilon$. Both charges lie in the mid-plane $z=0$, a distance $\rho$ apart. I use Gaussian atomic units. $V$ is the energy of two like unit charges, so an electron and a hole have energy $-V$. For in-plane wave number $q$, the potential of one charge obeys
\begin{equation}
\frac{d}{dz}\!\left(\varepsilon(z)\frac{d\phi}{dz}\right)-q^2\varepsilon(z)\phi=-4\pi\delta(z).
\end{equation}
For $0<z<d/2$ write $\phi=A\cosh qz+B\sinh qz$. Integrating across $z=0$ gives $\varepsilon[\phi'(0^+)-\phi'(0^-)]=-4\pi$. Since $\phi$ is even, $\phi'(0^+)=-2\pi/\varepsilon$, so $B=-2\pi/(q\varepsilon)$. Outside, $\phi\propto e^{-qz}$, and continuity of $\phi$ and $\varepsilon\phi'$ requires $\varepsilon\phi'=-\kappa q\phi$ at $z=d/2$. Dividing by $q\cosh(qd/2)$ and setting $T=\tanh(qd/2)$,
\begin{equation}
\varepsilon(AT+B)=-\kappa(A+BT)
\;\Rightarrow\;
V(q)=\phi(0)=A=\frac{2\pi}{q\varepsilon}\,\frac{\varepsilon+\kappa T}{\kappa+\varepsilon T}.
\label{eq:Vq}
\end{equation}

To return to real space, insert $T=(1-e^{-qd})/(1+e^{-qd})$ and define $p=(\varepsilon-\kappa)/(\varepsilon+\kappa)$:
\begin{equation}
\frac{\varepsilon+\kappa T}{\kappa+\varepsilon T}
=\frac{1+pe^{-qd}}{1-pe^{-qd}}
=1+2\sum_{n\ge1}p^n e^{-nqd}.
\end{equation}
The function $2\pi e^{-qa}/q$ is the transform of $1/\sqrt{\rho^2+a^2}$, hence
\begin{equation}
V(\rho)=\frac{1}{\varepsilon\rho}+\frac{2}{\varepsilon}\sum_{n\ge1}\frac{p^n}{\sqrt{\rho^2+n^2d^2}}.
\label{eq:images}
\end{equation}
These are image charges $p^{n}$ at heights $\pm nd$. No image is closer than $d$.

\section{What the Keldysh form approximates}

Put $u=qd/2$ and $E=\varepsilon/\kappa>1$. For small $u$, $T\simeq u$ and
\begin{equation}
V(q)\simeq\frac{2\pi}{\kappa q}\,\frac{1+u/E}{1+Eu}
\simeq\frac{2\pi}{\kappa q}\left[1-\left(E-\frac1E\right)u\right].
\end{equation}
The Keldysh form has the same first-order term:
\begin{equation}
V_K(q)=\frac{2\pi}{\kappa q(1+r_Kq)},\qquad
r_K=\frac d2\left(\frac{\varepsilon}{\kappa}-\frac{\kappa}{\varepsilon}\right).
\end{equation}
Its transform is $V_K(\rho)=(\pi/2\kappa r_K)[H_0(x)-Y_0(x)]$, with $x=\rho/r_K$, $H_0$ the Struve function and $Y_0$ the Bessel function of the second kind. For $x\ll1$, $H_0\to0$ and $Y_0\to(2/\pi)[\ln(x/2)+\gamma]$, where $\gamma$ is Euler's constant, so
\begin{equation}
V_K(\rho)\simeq\frac{1}{\kappa r_K}\left[\ln\frac{2r_K}{\rho}-\gamma\right].
\label{eq:log}
\end{equation}

The error at finite $qd$ can be bounded. With $s=E-1/E$, so that $r_Kq=su$,
\begin{equation}
R\equiv\frac{V(q)}{V_K(q)}=\frac{(1+T/E)(1+su)}{1+ET}.
\end{equation}
Numerator minus denominator is $su(1+T/E)-sT\ge s(u-T)\ge0$, so $R\ge1$. For an upper bound, use $T\le u$ in the numerator, which is then at most $1+Eu+(1-E^{-2})u^2$. Next, $(1+u^2)\sinh u\ge u\cosh u$: the coefficients of $u$ agree, and at order $u^{2k+1}$ with $k\ge1$ the left side contains $1/(2k-1)!\ge1/(2k)!$. Thus $(1+u^2)T\ge u$ and $(1+u^2)(1+ET)\ge1+u^2+Eu$, which exceeds the numerator. Therefore
\begin{equation}
1\le \frac{V(q)}{V_K(q)}\le 1+\frac{q^2d^2}{4}.
\end{equation}
The Keldysh form is good for $qd\ll1$, whatever the value of $r_Kq$. When both $qd\gg1$ and $r_Kq\gg1$, $V\to2\pi/(q\varepsilon)$ while $V_K\to2\pi/(\kappa r_Kq^2)$, and their ratio grows as $(1-\kappa^2/\varepsilon^2)qd/2$. The logarithm comes from the $q^{-2}$ law, which point charges in the mid-plane of a slab obey only for $1/r_K\ll q\ll1/d$. In the limit $d\to0$ at fixed $r_K$, which forces $\varepsilon\to\infty$, this window has no upper end and $V\to V_K$.

At the far end, expanding to $u^2$ gives coefficients $E^2-1$ for $\kappa qV/2\pi$ and $s^2$ for $\kappa qV_K/2\pi$. Their difference is $1-E^{-2}$, so $V-V_K\simeq(\pi d^2/2\kappa)(1-E^{-2})\,q$. Differentiating the transform pair above twice in $a$ and setting $a=0$ shows that $q$ transforms to $-1/(2\pi\rho^3)$. For $\rho$ much larger than both $r_K$ and $d$,
\begin{equation}
V-V_K\simeq-\frac{d^2}{4\kappa\rho^3}\left(1-\frac{\kappa^2}{\varepsilon^2}\right).
\label{eq:tail}
\end{equation}

\section{The short-distance law}

In \eqref{eq:images} use $1-y/2\le(1+y)^{-1/2}\le1$ with $y=\rho^2/n^2d^2$. The images then give a constant and a bounded remainder:
\begin{align}
V(\rho)&=\frac1{\varepsilon\rho}+C-\Delta,\qquad 0\le\Delta\le\frac{\mathrm{Li}_3(p)\,\rho^2}{\varepsilon d^3},\label{eq:short}\\
C&=\frac{2}{\varepsilon d}\sum_{n\ge1}\frac{p^n}{n}=-\frac{2}{\varepsilon d}\ln(1-p)=\frac{2}{\varepsilon d}\ln\frac{\varepsilon+\kappa}{2\kappa},
\end{align}
where $\mathrm{Li}_3(p)=\sum p^n/n^3$. The singular part is the bulk Coulomb law, and there is no logarithm in $\rho$.

The constant deserves care. Relative to $1/(\varepsilon\rho)$ it is $(2\rho/d)\ln[(\varepsilon+\kappa)/2\kappa]$, which for $\varepsilon\gg\kappa$ is not small until $\rho$ is far below $d$. The force recovers much sooner, because $C$ drops out:
\begin{equation}
-\frac{dV}{d\rho}\simeq\frac{1}{\varepsilon\rho^2}\left[1+2\,\mathrm{Li}_3(p)\frac{\rho^3}{d^3}\right].
\end{equation}
The bulk force equals the leading Keldysh force $1/(\kappa r_K\rho)$ at $\rho=\kappa r_K/\varepsilon=(d/2)(1-\kappa^2/\varepsilon^2)$. For $\varepsilon\gg\kappa$ this distance is far below $r_K$, as the leading form requires. Half the thickness, not $r_K$, is then the scale at which the bulk force takes over.

\section{Numbers for a nine-layer film}

Take nine layers of spacing $6.1$~\AA, so $d=54.9$~\AA\ (5.49~nm), with $\varepsilon=10$ and $\kappa=1$. Then $r_K=27.45\,(10-0.1)=271.8$~\AA. With $e^2=14.40$~eV\,\AA, $C=2(14.40)\ln(5.5)/(10\times54.9)=0.0894$~eV. Solving the slab equation numerically and integrating over $q$ gives the same value. Energies in eV are:
\begin{center}
\begin{tabular}{rcccc}
$\rho$ (\AA) & $V$ & $1/\varepsilon\rho$ & $1/\varepsilon\rho+C$ & $V_K$\\
2 & 0.809 & 0.720 & 0.809 & 0.267\\
10 & 0.233 & 0.144 & 0.233 & 0.183\\
20 & 0.158 & 0.072 & 0.161 & 0.148\\
55 & 0.100 & 0.026 & 0.116 & 0.100\\
110 & 0.071 & 0.013 & 0.103 & 0.071
\end{tabular}
\end{center}
At 10~\AA\ the force is 0.01456~eV/\AA. The bulk law gives 0.01440, about 1\% less, and the Keldysh form gives 0.00512. The exact energy is already 10\% above $1/(\varepsilon\rho)$ at 1.6~\AA, whereas the force reaches that excess at 22~\AA.

The full Keldysh function works from $\rho\approx d$ outward, but its logarithm comes within 5\% of the exact energy at no distance here. At 55~\AA, \eqref{eq:log} gives $0.0530\,[\ln(543.6/55)-0.577]=0.091$~eV against 0.100~eV, because $r_K$ is just five times $d$. By \eqref{eq:short} and \eqref{eq:tail}, $V-V_K$ is positive at short and negative at large distance. It changes sign at 106~\AA, and the two forces are equal at 201~\AA, where the difference is stationary.

\section{Consequence for the exciton}

For $-1/(\varepsilon\rho)$ and reduced mass $\mu$, try $\psi=e^{-\alpha\rho}$:
\begin{equation}
-\frac{1}{2\mu}\left(\psi''+\frac{\psi'}{\rho}\right)-\frac{\psi}{\varepsilon\rho}
=\left[-\frac{\alpha^2}{2\mu}+\frac1\rho\left(\frac{\alpha}{2\mu}-\frac1\varepsilon\right)\right]\psi.
\end{equation}
Hence $\alpha=2\mu/\varepsilon$, the binding energy is $2\mu/\varepsilon^2$, and the mean radius is $1/\alpha$. For $\mu=0.25$ these are 0.136~eV and 10.6~\AA, well inside the film. Adding $C$ predicts 0.2255~eV. The full slab interaction gives 0.2243~eV, and the Keldysh form 0.129~eV.

The constant raises the binding energy but nearly cancels in the optical transition energy. A charge $\lambda$ feels the potential $\lambda C$ of its own images, so charging it costs $\int_0^1\lambda C\,d\lambda=C/2$. The separated electron and hole together cost $C$, and their mutual attraction returns $C$. What remains for this mid-plane exciton is 0.001~eV. The cancellation is weaker near a surface: for point charges at the centre of the outermost layer, about 0.08~eV remains.

\section{When the logarithm returns}

The result above is for charges thin compared with $\rho$. Suppose instead that each charge is spread uniformly over a width $w\le d$ about the mid-plane. The height difference $t$ has weight $(w-|t|)/w^2$, and the direct term becomes
\begin{equation}
\frac{2}{\varepsilon w^2}\int_0^w\!\frac{(w-t)\,dt}{\sqrt{\rho^2+t^2}}
=\frac2{\varepsilon w}\left[\operatorname{arsinh}\frac w\rho-\frac{\sqrt{\rho^2+w^2}-\rho}{w}\right]
\to\frac{2}{\varepsilon w}\left[\ln\frac{2w}{\rho}-1\right]
\end{equation}
for $\rho\ll w$. The image terms stay finite. For $w=d$ the slope is $2/(\varepsilon d)$, and the Keldysh slope $1/(\kappa r_K)$ is larger by the factor $1/(1-\kappa^2/\varepsilon^2)$. In the example they are 0.0525 and 0.0530~eV.

For charges centred on the mid-plane, the bulk force law therefore needs $w\ll\rho\ll d$. Elsewhere in the film, the nearest image lies at twice the distance to the nearer surface, and $\rho$ must also be well below that. A monolayer whose carriers fill its thickness has no such window, and the objection does not apply to its logarithm.

\section{How far a real film departs from the model}

The parameters are rough typical values for MoS$_2$, chosen because a K-valley hole bound to an electron stays mostly within the electron's layer. A multilayer MoS$_2$ film has an indirect gap, so this K-valley exciton is not its lowest one. The band-edge carriers of the indirect exciton couple strongly between layers and come closer to the spread-charge case above, where the logarithm returns. Several assumptions can be sized, each change being made separately with $\mu$ fixed.
\begin{itemize}
\item \emph{Carrier width.} Spreading both charges over one layer lowers the binding from 0.224 to 0.179~eV. This is the reference for the items below.
\item \emph{Position in the film.} The binding energies here are for an exciton in the middle layer. For point charges at the centre of the outermost layer, the nearest image is only 6.1~\AA\ away. At $\rho=10$~\AA\ it alone adds a fraction $p\rho^3/(\rho^2+6.1^2)^{3/2}=0.51$ to the bulk force, with lengths in \AA, so the bulk law fails there.
\item \emph{Anisotropy.} With constants $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ across it, rescaling $z$ by $\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$ restores the isotropic problem, with $\varepsilon\to\sqrt{\varepsilon_\parallel\varepsilon_\perp}$ and all heights stretched by that factor. Rough values 15 and 6.5 give 0.141~eV, against 0.093~eV from the matching Keldysh form.
\item \emph{Surroundings.} With $\kappa=4$ on both sides the binding is 0.119~eV, against 0.073~eV for Keldysh.
\item \emph{Atomic-scale screening.} The model dielectric function $1+(\varepsilon-1)/(1+k^2\lambda^2)$ with $\lambda=1.3$~\AA, which falls to one at large wave number $k$, adds 10\% of $1/(\varepsilon\rho)$ to the point-charge interaction at 1.9~\AA, and a larger fraction at shorter distances. It raises the binding to 0.190~eV. Three other common forms (Cappellini, Levine--Louie and a simplified Penn function, each with $\varepsilon=10$ at $k=0$ and 18 valence electrons per cell of lattice constant 3.16~\AA\ and height 6.1~\AA) put that distance between 1.2 and 2.7~\AA\ and the binding between 0.186 and 0.199~eV. With the function stated, and for point charges in the mid-plane, bare $1/(\varepsilon\rho)$ has no range of 10\% accuracy, whereas the bulk force is that accurate from about 3 to 22~\AA. The first conclusion depends on the function: the Penn form overscreens enough to give the bare energy a short range of such accuracy. The upper end of the force range shrinks toward the surfaces, to 3.5~\AA\ at the centre of the outermost layer even without atomic-scale corrections. For carriers spread over one layer, the range of the bulk force starts only near 8~\AA.
\item \emph{Hole leakage.} With rough values of 0.04~eV for interlayer hopping and 0.15~eV for the offset between adjacent layers, 90\% of the hole stays in the electron's layer if the in-plane wave function is held fixed, and 87\% if it is allowed to relax. With the electron kept in the middle layer, the binding measured from the free hole's lowest state then drops from 0.179 to about 0.165~eV (0.168~eV with the hole's image self-energy). Without the electron's attraction it would spread over alternate layers.
\end{itemize}
In each dielectric setting compared, the Keldysh form underbinds by 28 to 39\% relative to the layer-averaged slab result. The anisotropic binding is about five times the thermal energy at 300~K, 0.026~eV. Phonon screening is left out, so these energies are model estimates, not predictions for a measured film. Except for those from the other screening functions and from hole leakage, the binding energies are listed to four decimals in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Layers 9, spacing 6.1 A, thickness d = 54.9 A = 5.49 nm
eps = 10.0, kappa = 1.0, reduced mass = 0.25 m_e
Image factor p = 0.8182, Li3(p) = 0.9352
Keldysh length r_K = 271.8 A
Constant C = 0.0894 eV; direct solution 0.0894 eV
Like-charge energies in eV; layer = both charges spread over one layer
rho(A)   exact   1/(eps rho)   1/(eps rho)+C   layer   Keldysh
    2     0.8094     0.7200     0.8094     0.6134     0.2668
    5     0.3772     0.2880     0.3774     0.3515     0.2188
   10     0.2326     0.1440     0.2334     0.2287     0.1830
   20     0.1584     0.0720     0.1614     0.1580     0.1480
   55     0.1003     0.0262     0.1156     0.1003     0.1000
  110     0.0708     0.0131     0.1025     0.0708     0.0708
  220     0.0463     0.0065     0.0960     0.0463     0.0463
  550     0.0231     0.0026     0.0920     0.0231     0.0231
Force at 10 A: exact 0.01456, bulk 0.01440, Keldysh 0.00512 eV/A
Exact energy 10% above 1/(eps rho) at 1.61 A
Exact force 10% above 1/(eps rho^2) at 22.1 A
Bulk and Keldysh forces cross at 30.0 A
Exact and Keldysh energies cross at 106.4 A
Exact and Keldysh forces cross at 200.9 A
Log slope, charge spread over d: 0.05245 eV
Log slope, Keldysh 1/(kappa r_K): 0.05299 eV
Exciton binding energies in eV
  bulk 1/(eps rho), planar: 0.1361
  mean radius of that state: 10.58 A
  exact slab, planar charges: 0.2243
  bulk value plus C: 0.2255
  optical-energy change after cancellation: 0.00122
  exact slab, charges spread over one layer: 0.1785
  mean radius of that state: 13.89 A
  Keldysh: 0.1291
Uniaxial eps 15.0/6.5: layer 0.1408, Keldysh 0.0928 eV
Surroundings kappa = 4: layer 0.1194, Keldysh 0.0733 eV
Nonlocal screening: range 0.42 A, 10% effect at 1.87 A
  layer binding with nonlocal screening: 0.1901 eV
Hole hopping 0.04 eV, layer offset 0.15 eV: weight in middle layer 0.901
Thermal energy at 300 K: 0.0259 eV
\end{verbatim}
